\section*{Index and thickness of an oxide film from its transmission fringe envelopes}

\section{The decision and the result}

A sheet resistance $R_\square$ becomes a resistivity only through the film thickness, $\rho=R_\square d$. For an oxide film on glass one must decide whether a transmission spectrum gives $d$ well enough, or whether a step profile or ellipsometry is also needed. The same question arises when the refractive index is to enter an optical design. Swanepoel's envelope method extracts both quantities from one spectrum of the coated glass, once the index of the bare glass is known; this note gives the scheme and the size of its errors.

The model is a flat, uniform, isotropic film of index $n(\lambda)$ and thickness $d$ on glass of index $s(\lambda)$, with air on both outer sides and light at normal incidence. Waves add coherently in the film. The glass is so thick that its internal reflections add as intensities, and it does not absorb. The film's extinction coefficient $k$ is small compared with $n$: absorption enters through
\begin{equation}
x=e^{-\alpha d},\qquad \alpha=4\pi k/\lambda ,
\end{equation}
but is neglected in the interface coefficients. Let $T_M$ and $T_m$ be the upper and lower envelopes of the fringes at one wavelength. For $n>s$,
\begin{equation}
n^2=N+\sqrt{N^2-s^2},\qquad
N=2s\left(\frac1{T_m}-\frac1{T_M}\right)+\frac{s^2+1}{2}.
\label{index}
\end{equation}
Fringe counting through $2nd=m\lambda$ then gives $d$ and a smoother $n$.

\section{Transmission of film and glass}

With time factor $e^{+i\omega t}$, one pass through the film multiplies the amplitude by $\sqrt{x}\,e^{-i\varphi/2}$, where $\varphi=4\pi nd/\lambda$. Put $z=xe^{-i\varphi}$ for a round trip. Inside the film the reflection coefficients at air and glass are
\[
r_a=\frac{n-1}{n+1},\qquad r_g=\frac{n-s}{n+s}.
\]
The geometric series of beams gives the amplitude entering the glass,
\begin{equation}
t=\frac{2}{1+n}\,\frac{2n}{n+s}\,\frac{\sqrt{x}\,e^{-i\varphi/2}}{1-r_ar_gz}.
\end{equation}
Light returning through the glass meets the film from below. The direct reflection is $-r_g$, and the two crossings of the film--glass interface contribute $4ns/(n+s)^2=1-r_g^2$. Hence
\begin{equation}
r_b=-r_g+\frac{(1-r_g^2)r_az}{1-r_ar_gz}
=\frac{r_az-r_g}{1-r_ar_gz},
\end{equation}
because the terms $\pm r_g^2r_az$ cancel in the numerator. With $R=[(s-1)/(s+1)]^2$ at the rear glass surface, the intensity series is
\begin{equation}
T=\frac{s|t|^2(1-R)}{1-R|r_b|^2}.
\end{equation}
Multiply numerator and denominator by $|1-r_ar_gz|^2$. The denominator becomes
\[
(1-Rr_g^2)-2r_ar_g(1-R)x\cos\varphi+r_a^2(r_g^2-R)x^2 .
\]
Now multiply both by $(n+1)^2(n+s)^2(s+1)^2$. The first and last terms are differences of squares:
\begin{align*}
&(n+s)^2(s+1)^2-(n-s)^2(s-1)^2\\
&\qquad=(2n+2s^2)\,2s(n+1),\\
&(n-s)^2(s+1)^2-(n+s)^2(s-1)^2\\
&\qquad=(2n-2s^2)\,2s(n-1).
\end{align*}
Since $(1-R)(s+1)^2=4s$, every term contains $4s$; the numerator is $64n^2s^2x=4s\cdot16n^2s\,x$. Cancelling $4s$ leaves
\begin{equation}
T=\frac{Ax}{B-Cx\cos\varphi+Dx^2},
\label{fringe}
\end{equation}
\begin{align*}
A&=16n^2s, & B&=(n+1)^3(n+s^2),\\
C&=2(n^2-1)(n^2-s^2), & D&=(n-1)^3(n-s^2).
\end{align*}

\section{Inverting the envelopes}

For $n>s$ one has $C>0$, so $\cos\varphi=1$ gives $T_M$ and $\cos\varphi=-1$ gives $T_m$. In the difference of reciprocals $B$ and $D$ cancel, and so does $x$:
\begin{equation}
\Delta\equiv\frac1{T_m}-\frac1{T_M}=\frac{2C}{A}
=\frac{(n^2-1)(n^2-s^2)}{4n^2s}.
\end{equation}
Multiplication by $4n^2s$ gives $n^4-(s^2+1+4s\Delta)n^2+s^2=0$, or $n^4-2Nn^2+s^2=0$. The two roots for $n^2$ have product $s^2$, so one is above $s$ and one below. As $n>s>1$ implies $n^2>s$, the larger root applies, which is \eqref{index}.

The glass index comes from a bare piece. Summing its reflections gives
\begin{equation}
T_s=\frac{1-R}{1+R}=\frac{2s}{s^2+1},\qquad
s=\frac1{T_s}+\sqrt{\frac1{T_s^2}-1},
\end{equation}
with the root $s>1$.

In the transparent limit $x=1$, expansion of the cubes gives
\[
B+D=2n^4+6n^2(1+s^2)+2s^2 .
\]
Subtracting or adding $C=2n^4-2n^2(1+s^2)+2s^2$ yields
\begin{equation}
T_M=\frac{2s}{s^2+1},\qquad
T_m=\frac{4n^2s}{(n^2+1)(n^2+s^2)}.
\end{equation}
The upper envelope is then the bare-glass transmission whatever $n$ is: the index information sits in the lower one. To see how photometric error enters, write $Q=\sqrt{N^2-s^2}$. From \eqref{index}, $d(n^2)/dN=1+N/Q=n^2/Q$, while $\partial N/\partial T_m=-2s/T_m^2$. Therefore
\begin{equation}
\frac{\partial n}{\partial T_m}=-\frac{ns}{T_m^2Q},\qquad
Q=\frac12\left(n^2-\frac{s^2}{n^2}\right).
\label{sens}
\end{equation}
The factor $T_m^{-2}$ makes a given absolute error more harmful where the film absorbs.

For absorption, \eqref{fringe} at $\cos\varphi=1$ is $Dx^2-2Ex+B=0$ with $E=(C+A/T_M)/2$. The physical root is
\begin{equation}
x=\frac{B}{E+\sqrt{E^2-BD}},\qquad \alpha=-\frac{\ln x}{d}.
\end{equation}
If $D<0$ the roots have opposite signs and this is the positive one. If $D>0$ their product $B/D$ exceeds 1, so the larger root exceeds 1 and is excluded. The form stays regular at $n=s^2$, where $D=0$.

\section{Touching points and fringe orders}

The condition $2nd=m\lambda$, with integer $m$ at maxima and half-integer $m$ at minima, holds where the spectrum touches an envelope. A turning point differs from it when the envelope slopes. Near a maximum, with $a=(T_M-T_m)/2$ and a nearly sinusoidal fringe,
\[
T\simeq T_M(\lambda)-\tfrac12a\left(\frac{d\varphi}{d\lambda}\right)^2(\lambda-\lambda_m)^2 ,
\]
so the turning point is displaced by roughly $T_M'/[a(d\varphi/d\lambda)^2]$. Near an absorption edge $T_M'>0$, and the shift is towards longer wavelength. The remedy follows from $T/T_M\le1$, with equality at $\cos\varphi=1$, and $T/T_m\ge1$, with equality at $\cos\varphi=-1$: divide the spectrum by the current envelope, relocate the extremum of the ratio, and rebuild the envelope.

For adjacent maxima $\lambda_1>\lambda_2$, subtracting $2dn_1/\lambda_1=m_1$ from $2dn_2/\lambda_2=m_1+1$ gives
\begin{equation}
d=\frac{\lambda_1\lambda_2}{2(\lambda_1n_2-\lambda_2n_1)}.
\label{pair}
\end{equation}
This is a poor final estimate. A relative error $\varepsilon$ in $n_2$ alone changes $1/d$ by the factor $1+m_2\varepsilon$: the order multiplies the error. At $m_2=7$, an index 0.1\% too high turns 1040 nm into $1040/1.007=1032.8$ nm.

It is better to number all extrema $l=0,1,2,\ldots$ from the longest wavelength. Their orders are $m_0+l/2$, so
\begin{equation}
\frac l2=2d\,\frac{n}{\lambda}-m_0 .
\label{line}
\end{equation}
A straight-line fit gives $m_0$, which is rounded to an integer if the first extremum is a maximum and to a half-integer if it is a minimum. Allowed values are one unit apart, so an intercept error below $1/2$ is harmless. With the orders fixed, average $d_l=m_l\lambda_l/(2n_l)$ and then set $n_l=m_l\lambda_l/(2d)$. An order wrong by $\delta$ changes $d_l$ to $d(1+\delta/m_l)$, which drifts along the spectrum and reveals the fault.

\section{Scheme and cost}

\begin{verbatim}
input: T(w), bare-glass Ts(w)
s(w) <- invert Ts; fit a line in 1/w^2
find maxima and minima of T with prominence > 0.04
window half-width <- half the distance to the
                     nearest other extremum
locate each extremum by a local quartic fit
spline upper and lower envelopes in 1/w
repeat 3 times, for each envelope:
    refit the extrema of T/envelope in the windows
    update touching points; rebuild envelope
keep points where both envelopes are interpolated
n_env <- envelope formula at these points
fit l/2 against n_env/w; round m0 to its class
d <- mean of m*w/(2*n_env) over these points
n <- m*w/(2*d) at all extrema
x, alpha <- upper envelope at the maxima
\end{verbatim}

A window covers roughly a quarter period on each side of an extremum, where a cosine is no longer a parabola; hence the quartic. The variable $1/\lambda$ spaces the extrema almost evenly. The end extrema are left out of the average for $d$, because one envelope would have to be extrapolated there, but they still receive a final index.

For $P$ samples, $K$ extrema, $J$ passes and $G$ search points per extremum, the cost is $O[J(P+KG)]$: the windows together cover about one spectrum per pass, and a cubic spline costs $O(K)$ to build. This assumes that each window is cut directly from the ordered samples; the program instead scans all $P$ samples for each window, which adds $O(JKP)$.

\section{Worked example}

The example has $d=1040$ nm and, with $\lambda$ in micrometres,
\[
n=1.880+\frac{0.0240}{\lambda^2},\qquad
s=1.505+\frac{0.0040}{\lambda^2}.
\]
The absorption tail is $\alpha=10^4\exp[(E-3.2)/0.15]$ cm$^{-1}$, with photon energy $E$ in eV; it gives 782 cm$^{-1}$ at 440 nm and 18 cm$^{-1}$ at 550 nm. Spectra from 440 to 1800 nm in 1 nm steps are computed by characteristic matrices with a complex film index, so they do not use \eqref{fringe}. Neglecting $k$ at the interfaces changes $T$ by at most $3.2\times10^{-4}$ here. Independent Gaussian noise of standard deviation 0.001 is added to the film and bare-glass transmissions.

At the maximum near 579.9 nm the recovered envelopes are $T_M=0.9181$ and $T_m=0.7863$, with $s=1.5168$. Then
\begin{align*}
\Delta&=1.2718-1.0892=0.1826,\\
N&=2(1.5168)(0.1826)+1.6503=2.204,\\
n^2&=2.204+\sqrt{4.858-2.301}=3.803,
\end{align*}
so $n=1.950$. The line \eqref{line} gives $m_0=2.499$. The first extremum is a minimum, so $m_0=2.5$, and this maximum has $m=7$. Its own thickness, $7(579.9)/[2(1.9502)]$ evaluated with unrounded values, is 1040.8 nm. The mean over twelve points is 1040.4 nm, and the final index here is $7(579.9)/[2(1040.4)]=1.9508$, against the true 1.9514.

The orders are well determined. The standard deviation of the $d_l$ relative to their mean is 0.04\%; lowering or raising all orders by one makes it 8.1\% or 5.5\%. The two-maxima formula, applied to the same data, scatters from 1031.5 to 1044.5 nm. Its lowest value shows the amplification. Since $n_l/\lambda_l=m_l/(2d_l)$, equation \eqref{pair} is equivalent to $1/d=m_2/d_2-m_1/d_1$. The single-point values 1039.6 nm at $m=8$ and 1040.8 nm at $m=7$ differ by little more than 1 nm, yet
\[
\left(\frac{8}{1039.6}-\frac{7}{1040.8}\right)^{-1}\simeq1031\ \mathrm{nm}.
\]

Without noise, the largest error in order is 0.021 at turning points and 0.005 at touching points. The shortest-wavelength maximum turns about 0.9 nm to the red of its true touching point, in the direction derived above; the scheme moves its fitted position by 0.73 nm to correct for this.

Over one hundred noise draws the thickness is 1040.28 nm on average, with standard deviation 0.27 nm. The noise-free recovery is already high by 0.26 nm, so most of the mean offset is not noise. It comes almost entirely from building the envelopes out of a few fitted extrema: with exact envelopes and touching points, the neglected interface $k$ alone would shift $d$ by less than 0.01 nm. A two-term Cauchy fit, $n=a+b/\lambda^2$, to the final indices of each draw gives $n=1.9591\pm0.0005$ (standard deviation) at 550 nm, with true value 1.9593. The product $nd$ scatters by 0.006\%, against 0.026\% for $d$: fringe positions fix the optical thickness, while fringe depth has to divide it into $n$ and $d$.

\section{Stability against neglected effects}

At the noise level assumed here, several neglected effects matter more than noise. The following cases are noise-free, change one thing at a time, and quote errors relative to the known film; the unperturbed recovery has errors of $+0.26$ nm in $d$ and $-0.0003$ in $n$ near 550 nm.

\paragraph{Glass index.} Taking $s$ too high by 0.01 gives $-4.6$ nm and $+0.0089$. Differentiating $n^4-2Nn^2+s^2=0$ at fixed $T_M$ and $T_m$, with $dN=(2\Delta+s)\,ds$ and $n^2-N=Q$, gives
\begin{equation}
\frac{dn}{ds}=\frac{n^2(2\Delta+s)-s}{2nQ}.
\end{equation}
At 550 nm, $n=1.9593$, $s=1.5182$, $\Delta=0.187$ and $Q=1.619$, so $dn/ds=0.91$: the glass error passes almost undiminished into the film. Since $nd$ is held by the fringes, $d$ moves the other way. The straight line in $1/\lambda^2$ used for $s$ is exact for the synthetic glass but only approximate for a real one: for the borosilicate glass BK7 it misses $s$ by up to 0.004 in this window, which moves $d$ by about 0.3 nm.

\paragraph{Thickness spread.} A uniform spread of $\pm w$ within the light spot multiplies a sinusoidal fringe by $\sin\beta/\beta$, with $\beta=4\pi nw/\lambda$. For $w=10$ nm at 550 nm, $\beta=0.45$ and 3.3\% of the contrast is lost. Lower contrast means smaller $N$, hence lower $n$ and larger $d$. The full recovery, computed with 41 equally weighted thicknesses from $-10$ to $+10$ nm, gives $-0.0080$ and $+4.4$ nm; with both end points included, this sampling has the variance of a continuous spread of about $\pm10.2$ nm. For small $\beta$ the loss is $\beta^2/6$, quadratic in the spread.

\paragraph{Slit width.} A finite spectral band also averages the phase. Eleven equally weighted wavelengths, 0.5 nm apart and spanning 5 nm, have the variance of a continuous rectangular band about 5.5 nm wide; they give $+1.3$ nm and $-0.0023$.

\paragraph{Photometric scale.} If the film's $T$ reads low by a fraction $\eta=0.005$ while the glass index is correct, $\Delta$ grows by about $\eta\Delta$. Then $dn=ns\Delta\eta/Q=0.0017$, which is the change found relative to the unperturbed recovery. Absorption suffers far more. From \eqref{fringe} at $\cos\varphi=1$,
\begin{equation}
\frac{\partial\ln T_M}{\partial\ln x}=\frac{B-Dx^2}{B-Cx+Dx^2},
\end{equation}
which is 1.09 for the 550 nm indices at $x=1$. The false absorption is thus about $\eta/(1.09\,d)=44$ cm$^{-1}$. At 512.6 nm the recovered $\alpha$ indeed rises from 56 to 100 cm$^{-1}$. A good index does not certify a weak absorption coefficient.

The index escapes so lightly only because the glass index was kept correct. If the bare-glass spectrum reads low by the same 0.5\%, the glass index derived from it is about 0.019 too high; the film index then rises by about 0.019 and $d$ falls by about 10 nm, or 1\%. Absorption in the glass, which the model excludes, acts in the same way if it does not depend on wavelength: such a loss of 0.5\% in one pass through the glass, if ignored, gives nearly the same errors. In both cases the $d_l$ remain almost constant along the spectrum, so they give no warning. Real glass usually absorbs in bands, and that case differs: a broad band near 1050 nm with a peak loss of 0.5\% lowers $d$ by about 3 nm and raises the relative spread of the noise-free $d_l$ from 0.05\% to about 0.2\%.

\paragraph{Surface roughness.} A 6 nm layer with the mean permittivity of film and air, replacing 3 nm of solid film, gives $+0.9$ nm and $-0.0015$.

\paragraph{Free carriers.} A Drude term with $10^{19}$ carriers per cm$^3$, effective mass $0.34\,m_e$ and mobility 15 cm$^2$/Vs lowers $n$ by 0.016 at 1550 nm and gives $k=0.0044$ there. The method follows this change: the largest index error over all extrema is 0.0026, and $d$ is high by 0.34 nm. A two-term Cauchy law would no longer describe the infrared index.

\section{Where the scheme fails}

\paragraph{Too few fringes.} The number of orders in a window is $2d(n_b/\lambda_b-n_r/\lambda_r)$, with $b$ and $r$ its blue and red ends. For this index and window it is 7.3 at 1040 nm. Four maxima and four minima, enough for a cubic through each envelope, need about four orders, or $d\simeq570$ nm. This is a rule of thumb rather than a sharp limit: extrema close to the window ends can be missed in thicker films, while noise-free spectra of this film still return $d$ within 0.4 nm down to 400 nm, where only two maxima and two minima are found. A 50 nm film has $2nd\simeq196$ nm at $n=1.96$ and shows no fringe sequence in the visible.

\paragraph{Film index below the glass.} For $1<n<s$, $C$ is negative: maxima take half-integer orders and minima integer ones. With $\Delta$ still defined as positive, $N=(s^2+1)/2-2s\Delta$. Both roots for $n^2$ then lie between 1 and $s^2$, so $n$ and $s/n$ fit the envelopes at one wavelength equally well. With the right orders, the wrong choice gives $d_l=d\,n^2/s$, so the constancy of $d_l$ can decide only if $n^2/s$ varies noticeably with wavelength; otherwise outside knowledge must choose. As $n\to s$ the fringes vanish and the count is lost.

\paragraph{Strong absorption.} Close to the edge the envelopes bend within one fringe, interpolation worsens, and the factor $T_m^{-2}$ in \eqref{sens} grows. The spectrum should be cut before this region.

\section{Relation to real films}

The parameters are rough values in the regime of amorphous In--Ga--Zn--O on glass, whose visible index is roughly 1.9 to 2.0. The thickness is not typical of devices: transistor channels are commonly some tens of nanometres thick, so the method suits thick witness films, not the channels themselves. Real deposits can break the assumption of uniform thickness; a spread of $\pm10$ nm, about 1\%, moves $d$ by 0.4\% in this example. Strongly doped transparent conductors carry $10^{20}$ to $10^{21}$ electrons per cm$^3$, well above the case computed here. Their infrared fringes can be strongly damped. In the same noise-free Drude model, $k$ at 1550 nm reaches 0.05 at $10^{20}$ and 0.18 at $3\times10^{20}$ cm$^{-3}$, and the thickness error grows to about 0.6 and 1.2 nm. Higher densities, other mobilities and noise on the damped fringes are not covered by these numbers.

For a resistivity wanted to 1\%, most perturbations considered here are tolerable by themselves, with thickness errors up to 0.44\%. The exceptions are a photometric scale error in the bare-glass spectrum, whether or not the film spectrum shares it, and ignored wavelength-independent absorption in the glass: at 0.5\% either one uses up all or nearly all of the allowance (0.9 to 1\%). For an index wanted to 0.005, the photometric scale, the index and absorption of the glass, and the film uniformity must be established first. The complete table of extrema and the error list are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
true d = 1040.0 nm; noise in T = 0.0010; step = 1 nm
true n = 1.880 + 0.0240/(wavelength in um)^2
at 550 nm: true n = 1.9593, s = 1.5182
alpha at 440, 550 nm = 782.5, 18.27 1/cm
largest change of T from k at interfaces = 3.24e-04
clean: largest order miss, turning points = 0.0210
clean: largest order miss, touching points = 0.0052
clean: turning minus touching, shortest max = 0.73 nm
550 nm, no absorption: T_up = 0.9187, T_low = 0.7842
change of n for T_low + 0.001 = -0.0030
n at order 7 up 0.1 %: two-maxima d = 1032.77 nm
NOISY CASE: m, wavelength/nm, T_up, T_low, s, n_env, d/nm, n, true n
2.5 1572.9 (one envelope not interpolated) 1.8898 1.8897
3.0 1313.0 0.9215 0.8048 1.5072 1.8938 1039.9 1.8929 1.8939
3.5 1128.6 0.9210 0.8033 1.5080 1.8979 1040.7 1.8984 1.8988
4.0 990.7 0.9207 0.8016 1.5090 1.9034 1041.0 1.9045 1.9045
4.5 883.4 0.9205 0.7995 1.5100 1.9099 1040.8 1.9105 1.9108
5.0 797.9 0.9202 0.7973 1.5112 1.9170 1040.6 1.9172 1.9177
5.5 728.1 0.9198 0.7948 1.5124 1.9248 1040.2 1.9244 1.9253
6.0 670.3 0.9193 0.7920 1.5138 1.9334 1040.1 1.9328 1.9334
6.5 621.6 0.9187 0.7891 1.5152 1.9418 1040.4 1.9418 1.9421
7.0 579.9 0.9181 0.7863 1.5168 1.9502 1040.8 1.9508 1.9514
7.5 543.8 0.9170 0.7824 1.5184 1.9609 1040.0 1.9601 1.9612
8.0 512.5 0.9127 0.7762 1.5201 1.9718 1039.6 1.9702 1.9714
8.5 485.1 0.9024 0.7665 1.5219 1.9801 1041.1 1.9814 1.9820
9.0 460.9 (one envelope not interpolated) 1.9932 1.9930
first order before rounding = 2.499, after = 2.5
d from line slope = 1040.2 nm; final d = 1040.4 nm
two-maxima d (nm): 1044.3 1038.7 1038.1 1044.5 1031.5
spread of d, order -1, 0, +1 (%): 8.08 0.04 5.48
fitted n = 1.8796 + 0.0240/(um)^2; n(550) = 1.9588
alpha at 460.9 nm: found 332.4, true 334.5 1/cm
alpha at 512.5 nm: found 53.5, true 54.9 1/cm
alpha at 579.9 nm: found 9.7, true 8.4 1/cm
100 draws: d = 1040.28 nm, std 0.27 nm
100 draws: n(550) = 1.9591, std 0.0005
relative std of d, n*d = 0.0261, 0.0063 %
unrounded first order: 2.489 to 2.513
NEGLECTED EFFECT: error of d/nm, of n near 550 nm, largest |error of n|
none (clean): +0.26, -0.0003, 0.0008
thickness +-10 nm: +4.39, -0.0080, 0.0086
slit 5 nm: +1.34, -0.0023, 0.0028
glass index +0.01: -4.58, +0.0089, 0.0100
T scale -0.5 %: -0.62, +0.0014, 0.0023
6 nm rough layer: +0.93, -0.0015, 0.0021
carriers 1e19 cm^-3: +0.34, -0.0004, 0.0026
alpha at 512.6 nm: clean 55.9, T scale -0.5 % 100.0 1/cm
carriers, 1550 nm: change of n = -0.0156, k = 0.0044
carrier case: mass = 0.34 m_e, mobility = 15 cm2/Vs
\end{verbatim}
